**Edges and width of a phonon-assisted plasma line**

The program tests the zero-temperature line $J(x)=\int\sqrt{e(x-e)}\,de$, where $x$ is the photon energy above the renormalized gap minus the phonon energy, and $e$ and $x-e$ are limited by the electron and hole Fermi energies $F_e$ and $F_h$. It asserts that direct quadrature agrees with the closed form, the start $\pi x^2/8$, the end $\sqrt{F_eF_h}\,(F_e+F_h-x)$ with its next correction, the low-temperature edge and the cubic start of a forbidden process. It also asserts that the line's cumulative distribution matches about 1.6 million random pairs of wave vectors drawn in the two Fermi volumes, and that counting $k$ points reproduces the electron density. A six-band valence model is checked against known masses along two directions, and both edge laws are asserted again with its nonparabolic density of states. For a cold silicon plasma of $3.3\times10^{18}$ cm$^{-3}$ the output gives a line 0.0217 eV wide, from 1.067 to 1.089 eV. The six-band model reduces the width to 0.0197 eV. The remaining output sizes temperature, level broadening, phonon dispersion, a second phonon line and the Coulomb parameter, using rough or assumed inputs that are printed with the results.

## Program and output

```python
"""Phonon-assisted emission of a zero-temperature electron-hole plasma.

Result under test: with x = photon energy - (gap - phonon energy), the line is
  J(x) = integral of sqrt(e (x-e)) de, 0 < e < Fe, 0 < x-e < Fh,
where Fe, Fh are the electron and hole Fermi energies. It spans 0 < x < Fe+Fh,
starts as pi x^2/8 and ends as sqrt(Fe Fh) (Fe+Fh-x).
Energies are in eV, lengths in angstrom, masses in free-electron masses.
The example is silicon with rough typical parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

HB2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e20   # eV angstrom^2
KB = const.k / const.e                                    # eV/K
HC = const.h * const.c / const.e * 1e9                    # eV nm
BOHR = const.physical_constants["Bohr radius"][0] * 1e10  # angstrom


def line(x, fe, fh):
    """Closed form of J(x)."""
    if x <= 0 or x >= fe + fh:
        return 0.0
    top = np.arcsin(np.sqrt(min(1.0, fe / x)))
    low = np.arcsin(np.sqrt(max(0.0, 1 - fh / x)))
    return x * x / 4 * (top - low - (np.sin(4 * top) - np.sin(4 * low)) / 4)


def line_quad(x, fe, fh, power=0):
    """J(x) from its definition; power adds a factor e**power."""
    lo, hi = max(0.0, x - fh), min(fe, x)
    return quad(lambda e: e**power * np.sqrt(max(e * (x - e), 0.0)),
                lo, hi, epsabs=1e-13, epsrel=1e-10, limit=200)[0]


def line_thermal(x, fe, fh, kt):
    """Line with Fermi functions, chemical potentials held at fe and fh."""
    def integrand(e):
        return (np.sqrt(max(e * (x - e), 0.0)) * expit((fe - e) / kt)
                * expit((fh - x + e) / kt))
    cuts = sorted({min(max(c, 0.0), x) for c in
                   (0.0, fe - 30 * kt, fe - 5 * kt, fe, fe + 5 * kt,
                    fe + 30 * kt, x)})
    return sum(quad(integrand, a, b, epsabs=1e-14, epsrel=1e-9)[0]
               for a, b in zip(cuts[:-1], cuts[1:]))


# ---- tests of the line shape in round units
for fe, fh in ((1.0, 2.0), (2.0, 1.0), (1.0, 1.0)):
    for x in (0.3, 0.9, 1.5, 1.9):
        assert abs(line(x, fe, fh) - line_quad(x, fe, fh)) < 1e-7
    x = 0.95 * min(fe, fh)
    assert abs(line_quad(x, fe, fh) / (np.pi * x * x / 8) - 1) < 1e-6
    d = 1e-3
    ratio = line_quad(fe + fh - d, fe, fh) / (np.sqrt(fe * fh) * d)
    assert abs(ratio - 1) < 1e-3
    assert abs((1 - ratio) / d / ((1 / fe + 1 / fh) / 4) - 1) < 0.01
    kt = 0.01
    for d in (-kt, 1e-7, kt, 3 * kt):
        expected = np.sqrt(fe * fh) * d / (1 - np.exp(-d / kt))
        # the slowly varying square roots change by order d/F and kT/F
        assert abs(line_thermal(fe + fh - d, fe, fh, kt) / expected - 1) < 0.03
# squared matrix element proportional to electron energy: cubic start
for x in (0.2, 0.8):
    assert abs(line_quad(x, 1.0, 2.0, 1) / (np.pi * x**3 / 16) - 1) < 1e-6

# ---- silicon example, rough typical inputs
density_cm3 = 3.3e18
density = density_cm3 * 1e-24
valleys, m_long, m_tran = 6, 0.92, 0.19
gap, phonon = 1.125, 0.058
g1, g2, g3, split = 4.285, 0.339, 1.446, 0.044   # Luttinger values, spin-orbit

# ---- six-band valence Hamiltonian in hole energy: HB2M k^2 h(dir) + spin_orbit
levi = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, k], levi[i, k, j] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
l_dot_s = sum(np.kron(-1j * levi[a], pauli[a]) for a in range(3))
spin_orbit = split / 3 * (np.eye(6) - l_dot_s)


def inverse_factor(directions):
    """Inverse Cholesky factor of h for each unit vector."""
    out = []
    for u in directions:
        h = 6 * g3 * np.outer(u, u)
        np.fill_diagonal(h, (g1 - 2 * g2) + 6 * g2 * u**2)
        out.append(np.linalg.inv(np.linalg.cholesky(np.kron(h, np.eye(2)))))
    return np.array(out)


def k2_roots(energy, inv):
    """Values of HB2M k^2 at which a hole band has the given energy."""
    m = energy * np.eye(6) - spin_orbit
    return np.linalg.eigvalsh(inv @ m @ inv.transpose(0, 2, 1))


def angular_grid(n):
    t, w = np.polynomial.legendre.leggauss(n)
    t, w = (t + 1) / 2, w / 2
    c, p = np.meshgrid(t, t * np.pi / 2, indexing="ij")
    s = np.sqrt(1 - c**2)
    dirs = np.stack([s * np.cos(p), s * np.sin(p), c], -1).reshape(-1, 3)
    return inverse_factor(dirs), 8 * np.outer(w, w * np.pi / 2).ravel()


def hole_density(energy, grid):
    """Holes per volume when all hole states up to energy are filled."""
    inv, weight = grid
    k = np.sqrt(np.clip(k2_roots(energy, inv), 0, None) / HB2M)
    return weight @ (k**3).sum(1) / 3 / (2 * np.pi)**3


tiny = 1e-6
for u, g in ((np.array([0, 0, 1.0]), g2), (np.ones(3) / np.sqrt(3), g3)):
    r = k2_roots(tiny, inverse_factor([u]))[0]
    r = np.sort(r[r > 0])
    known = tiny / np.array([g1 + 2 * g, g1 + 2 * g, g1 - 2 * g, g1 - 2 * g])
    assert len(r) == 4 and np.allclose(r / known, 1, atol=1e-3)
grid, fine = angular_grid(20), angular_grid(32)
for e in (tiny, 0.015):
    assert abs(hole_density(e, grid) / hole_density(e, fine) - 1) < 1e-3

m_hole = HB2M / tiny * (3 * np.pi**2 * hole_density(tiny, grid))**(2 / 3)
m_valley = (m_long * m_tran**2)**(1 / 3)
Fe = HB2M / m_valley * (3 * np.pi**2 * density / valleys)**(2 / 3)
Fh = HB2M / m_hole * (3 * np.pi**2 * density)**(2 / 3)
F = Fe + Fh

# electron Fermi energy: count k points inside the ellipsoid
kl, kt_ = np.sqrt(m_long * Fe / HB2M), np.sqrt(m_tran * Fe / HB2M)
cells = 100
mid = (np.arange(cells) + 0.5) / cells * 2.2 - 1.1
kx, ky, kz = np.meshgrid(mid * kt_, mid * kt_, mid * kl, indexing="ij")
inside = HB2M * ((kx**2 + ky**2) / m_tran + kz**2 / m_long) < Fe
cell_volume = (2.2 / cells)**3 * kt_**2 * kl
counted = 2 * valleys * inside.sum() * cell_volume / (2 * np.pi)**3
assert abs(counted / density - 1) < 0.01

# line shape from random pairs of k vectors in the two Fermi volumes
rng = np.random.default_rng(7)


def random_energies(masses, fermi, n):
    masses = np.array(masses)
    k = rng.uniform(-1, 1, (n, 3)) * np.sqrt(masses * fermi / HB2M)
    e = HB2M * (k**2 / masses).sum(1)
    return e[e < fermi]


ee = random_energies([m_tran, m_tran, m_long], Fe, 3000000)
eh = random_energies([m_hole] * 3, Fh, 3000000)
pairs = min(len(ee), len(eh))
pair_sum = ee[:pairs] + eh[:pairs]
area_law = 4 / 9 * (Fe * Fh)**1.5


def moment(power, upper):
    cuts = [0.0] + [c for c in sorted((Fe, Fh)) if c < upper] + [upper]
    return sum(quad(lambda x: x**power * line(x, Fe, Fh), a, b,
                    epsabs=0, epsrel=1e-8)[0]
               for a, b in zip(cuts[:-1], cuts[1:]))


for part in (0.2, 0.35, 0.5, 0.65, 0.8, 0.92):
    share = np.mean(pair_sum < part * F)
    assert abs(share - moment(0, part * F) / area_law) < 0.002
assert abs(moment(0, F) / area_law - 1) < 1e-6
mean_x = moment(1, F) / moment(0, F)
assert abs(mean_x / (0.6 * F) - 1) < 1e-6

# peak and half-maximum points
best = minimize_scalar(lambda x: -line(x, Fe, Fh) / area_law,
                       bounds=(0.2 * F, 0.99 * F), method="bounded",
                       options={"xatol": 1e-9})
x_peak = best.x
peak = line(x_peak, Fe, Fh)
assert max(Fe, Fh) < x_peak < F
half_low = brentq(lambda x: line(x, Fe, Fh) / peak - 0.5, 1e-6, x_peak)
half_high = brentq(lambda x: line(x, Fe, Fh) / peak - 0.5, x_peak, F - 1e-9)

# ---- neglected effects: nonparabolic, warped hole bands
Fh_full = brentq(lambda e: hole_density(e, grid) / density - 1, 1e-3, 0.043)
F_full = Fe + Fh_full


def dos_e(e):
    return 1.5 * density * np.sqrt(e) / Fe**1.5


def dos_h(e):
    step = 1e-3 * e
    return (hole_density(e + step, grid)
            - hole_density(e - step, grid)) / (2 * step)


def line_full(x):
    lo, hi = max(0.0, x - Fh_full), min(Fe, x)
    t0, t1 = np.arcsin(np.sqrt(lo / x)), np.arcsin(np.sqrt(hi / x))
    t, w = np.polynomial.legendre.leggauss(16)
    t, w = t0 + (t + 1) / 2 * (t1 - t0), w / 2 * (t1 - t0)
    return sum(wi * x * np.sin(2 * ti) * dos_e(x * np.sin(ti)**2)
               * dos_h(x * np.cos(ti)**2) for ti, wi in zip(t, w))


edge_factor = (1.5 * density)**2 / (Fe * Fh)**1.5


def low_ratio(x):
    return line_full(x) / (edge_factor * np.pi * x * x / 8)


assert abs(low_ratio(2e-5) - 1) < 0.005
d = 5e-5
assert abs(line_full(F_full - d) / (dos_e(Fe) * dos_h(Fh_full) * d) - 1) < 0.01

# level broadening: half-width largest at band bottom, zero at the Fermi level
width0 = 0.001
t, w = np.polynomial.legendre.leggauss(200)
t, w = (t + 1) / 2, w / 2
u, v = np.meshgrid(t, t, indexing="ij")
e1, e2 = Fe * u**2, Fh * v**2
measure = np.outer(w, w) * 4 * Fe * Fh * u * v * np.sqrt(e1 * e2)
gam = width0 * ((1 - u**2)**2 + (1 - v**2)**2)
assert abs(measure.sum() / area_law - 1) < 1e-6
low_height = (measure * gam / np.pi / ((e1 + e2)**2 + gam**2)).sum() / peak
low_share = (measure * np.arctan2(gam, e1 + e2) / np.pi).sum() / area_law

# phonon dispersion, second phonon branch, slow factors, Coulomb strength
slope = 0.010
k_hole = np.sqrt(k2_roots(Fh_full, grid[0]).max() / HB2M)
phonon_shift = slope * (kl + k_hole)
lo_phonon, lo_weight = 0.056, 0.1
lo_height = lo_weight * line(F - (phonon - lo_phonon), Fe, Fh) / peak
detuning, epsilon = 2.3, 11.7
mass_red = 1 / ((1 / m_long + 2 / m_tran) / 3 + g1)
r_s = (3 / (4 * np.pi * density))**(1 / 3) / (epsilon / mass_red * BOHR)
cold = 4.0
hot_edge = line_thermal(F, Fe, Fh, KB * cold) / peak
low_edge, high_edge = gap - phonon, gap - phonon + F
d10 = 0.1 * F
lin_ratio = line(F - d10, Fe, Fh) / (np.sqrt(Fe * Fh) * d10)

print(f"input: pair density {density_cm3:.2e} cm^-3, valleys {valleys}")
print(f"input: electron masses {m_long}, {m_tran} m_e")
print(f"input: renormalized gap {gap:.3f} eV, TO phonon {phonon:.3f} eV")
print(f"input: Luttinger parameters {g1}, {g2}, {g3}")
print(f"input: spin-orbit splitting {split:.3f} eV")
print(f"hbar^2/(2 m_e) = {HB2M:.4f} eV angstrom^2")
print(f"electron mass per valley = {m_valley:.4f} m_e")
print(f"hole band-edge density-of-states mass = {m_hole:.4f} m_e")
print(f"electron Fermi energy Fe = {Fe:.5f} eV")
print(f"hole Fermi energy Fh = {Fh:.5f} eV")
print(f"line width Fe+Fh = {F:.5f} eV")
print(f"low edge = {low_edge:.4f} eV = {HC/low_edge:.1f} nm")
print(f"high edge = {high_edge:.4f} eV = {HC/high_edge:.1f} nm")
print(f"peak at x = {x_peak:.5f} eV, photon {low_edge+x_peak:.4f} eV")
print(f"peak value of J = {peak:.4e} eV^2")
print(f"mean x = {mean_x:.5f} eV")
print(f"half-maximum points x = {half_low:.5f}, {half_high:.5f} eV")
print(f"full width at half maximum = {half_high-half_low:.5f} eV")
for x in (0.002, 0.004, min(Fe, Fh), max(Fe, Fh), F - 0.002, F - 0.001):
    print(f"height/peak at x = {x:.5f} eV: {line(x, Fe, Fh)/peak:.4f}")
print(f"at d = {d10:.5f} eV: J/(linear law) = {lin_ratio:.4f}")
print(f"random k pairs used in the test = {pairs}")
print("-- neglected effects --")
print(f"six-band hole Fermi energy = {Fh_full:.5f} eV")
print(f"six-band line width = {F_full:.5f} eV")
for x in (0.001, min(Fe, Fh_full)):
    print(f"six-band J/(quadratic law), x = {x:.5f} eV: {low_ratio(x):.3f}")
print(f"kT at {cold:.0f} K = {KB*cold:.6f} eV")
print(f"height/peak at high edge, {cold:.0f} K = {hot_edge:.4f}")
print(f"kT at 300 K = {KB*300:.5f} eV, kT/Fe = {KB*300/Fe:.2f}")
print(f"assumed half-width at each band bottom = {width0:.4f} eV")
print(f"broadened height/peak at low edge = {low_height:.4f}")
print(f"(peak of the unbroadened line); share below edge = {low_share:.4f}")
print(f"assumed phonon slope = {slope:.3f} eV angstrom")
print(f"largest k: electron {kl:.4f}, hole {k_hole:.4f} angstrom^-1")
print(f"largest phonon energy shift = {phonon_shift:.5f} eV")
print(f"LO phonon {lo_phonon:.3f} eV, assumed weight {lo_weight}")
print(f"LO line height/TO peak at TO high edge = {lo_height:.4f}")
print(f"photon energy change over line = {100*F/low_edge:.2f} percent")
print(f"assumed intermediate-state detuning = {detuning:.1f} eV")
print(f"squared denominator change = {200*F/detuning:.2f} percent")
print(f"dielectric constant {epsilon}, reduced mass {mass_red:.4f} m_e")
print(f"Coulomb parameter r_s = {r_s:.3f} (dimensionless)")
print("tests ok")
```

Running it gives:

```
input: pair density 3.30e+18 cm^-3, valleys 6
input: electron masses 0.92, 0.19 m_e
input: renormalized gap 1.125 eV, TO phonon 0.058 eV
input: Luttinger parameters 4.285, 0.339, 1.446
input: spin-orbit splitting 0.044 eV
hbar^2/(2 m_e) = 3.8100 eV angstrom^2
electron mass per valley = 0.3214 m_e
hole band-edge density-of-states mass = 0.5733 m_e
electron Fermi energy Fe = 0.00762 eV
hole Fermi energy Fh = 0.01410 eV
line width Fe+Fh = 0.02171 eV
low edge = 1.0670 eV = 1162.0 nm
high edge = 1.0887 eV = 1138.8 nm
peak at x = 0.01446 eV, photon 1.0815 eV
peak value of J = 4.3293e-05 eV^2
mean x = 0.01303 eV
half-maximum points x = 0.00742, 0.01933 eV
full width at half maximum = 0.01190 eV
height/peak at x = 0.00200 eV: 0.0363
height/peak at x = 0.00400 eV: 0.1451
height/peak at x = 0.00762 eV: 0.5260
height/peak at x = 0.01410 eV: 0.9936
height/peak at x = 0.01971 eV: 0.4291
height/peak at x = 0.02071 eV: 0.2271
at d = 0.00217 eV: J/(linear law) = 0.8873
random k pairs used in the test = 1569896
-- neglected effects --
six-band hole Fermi energy = 0.01211 eV
six-band line width = 0.01973 eV
six-band J/(quadratic law), x = 0.00100 eV: 1.012
six-band J/(quadratic law), x = 0.00762 eV: 1.112
kT at 4 K = 0.000345 eV
height/peak at high edge, 4 K = 0.0823
kT at 300 K = 0.02585 eV, kT/Fe = 3.39
assumed half-width at each band bottom = 0.0010 eV
broadened height/peak at low edge = 0.0297
(peak of the unbroadened line); share below edge = 0.0174
assumed phonon slope = 0.010 eV angstrom
largest k: electron 0.0429, hole 0.0546 angstrom^-1
largest phonon energy shift = 0.00098 eV
LO phonon 0.056 eV, assumed weight 0.1
LO line height/TO peak at TO high edge = 0.0429
photon energy change over line = 2.04 percent
assumed intermediate-state detuning = 2.3 eV
squared denominator change = 1.89 percent
dielectric constant 11.7, reduced mass 0.1226 m_e
Coulomb parameter r_s = 0.825 (dimensionless)
tests ok
```
